# Fixed-cell and zero-pressure errors of a dilatation centre in a supercell: a numerical check

```python
"""
Result under test: a dilatation centre (force dipole P times the unit tensor)
in a periodic cell of volume V of an isotropic elastic host has the errors
    fixed cell     E_fix  - E_inf = + P^2 / (2 V (lam + 2 mu))
    zero pressure  E_zero - E_inf = - (4 mu / 3 K) P^2 / (2 V (lam + 2 mu))
relative to the isolated defect; at Poisson ratio 0.25 the second is 0.8 times
the first in size.  lam, mu: Lame constants; K = lam + 2 mu / 3: bulk modulus.
Tests: a relaxed spring lattice, radial finite elements, reciprocal sums.
Example: substitutional carbon in silicon with rough typical parameters.
"""
import numpy as np
from scipy import constants, sparse
from scipy.linalg import solveh_banded
from scipy.optimize import minimize_scalar
from scipy.sparse.linalg import lsqr

# ---------- simple cubic spring lattice, lattice constant 1 ----------
BONDS = np.array([[1, 0, 0], [0, 1, 0], [0, 0, 1],
                  [1, 1, 0], [1, -1, 0], [1, 0, 1],
                  [1, 0, -1], [0, 1, 1], [0, 1, -1]])


def spring_cell(n, k_near, k_next):
    """Bond-stretch matrix, scaled strain columns and misfit of six bonds."""
    sites = n**3
    index = np.arange(sites).reshape(n, n, n)
    start = index.ravel()
    rows, cols, vals, strain = [], [], [], []
    misfit = np.zeros(len(BONDS) * sites)
    for m, bond in enumerate(BONDS):
        unit = bond / np.linalg.norm(bond)
        weight = np.sqrt(k_near if m < 3 else k_next)
        end = np.roll(index, tuple(-bond), axis=(0, 1, 2)).ravel()
        for c in range(3):
            if unit[c] != 0:
                for site, sign in ((end, 1.0), (start, -1.0)):
                    rows.append(m * sites + start)
                    cols.append(3 * site + c)
                    vals.append(np.full(sites, sign * weight * unit[c]))
        t = np.outer(unit, bond)
        t = 0.5 * (t + t.T)
        line = np.array([t[0, 0], t[1, 1], t[2, 2], t[1, 2], t[0, 2], t[0, 1]])
        strain.append(np.tile(weight * line / n**1.5, (sites, 1)))
        if m < 3:
            misfit[m * sites + index[0, 0, 0]] = weight
            misfit[m * sites + index[tuple(-bond)]] = weight
    matrix = sparse.csr_matrix(
        (np.concatenate(vals), (np.concatenate(rows), np.concatenate(cols))),
        shape=(len(BONDS) * sites, 3 * sites))
    return matrix, np.vstack(strain), misfit


def relaxed_energy(matrix, misfit):
    x = lsqr(matrix, misfit, atol=1e-10, btol=1e-10, conlim=0, iter_lim=5000)[0]
    return 0.5 * np.sum((matrix @ x - misfit)**2)


def isolated_energy(k_near, k_next, mesh=112):
    """Same defect in the infinite lattice: shifted Brillouin-zone mesh."""
    q1 = (np.arange(mesh // 2) + 0.5) * 2 * np.pi / mesh
    q = np.stack(np.meshgrid(q1, q1, q1, indexing="ij"), -1).reshape(-1, 3)
    # one octant samples a sign-symmetric integrand completely
    dyn = np.zeros((len(q), 3, 3))
    for m, bond in enumerate(BONDS):
        unit = bond / np.linalg.norm(bond)
        k = k_near if m < 3 else k_next
        dyn += (2 * k * (1 - np.cos(q @ bond)))[:, None, None] * np.outer(unit, unit)
    force = 2 * k_near * np.sin(q)
    move = np.linalg.solve(dyn, force[:, :, None])[:, :, 0]
    return 3 * k_near - 0.5 * np.mean(np.sum(force * move, axis=1))


def extrapolate(n1, y1, n2, y2):
    """Remove the leading 1/n^2 lattice-dispersion correction."""
    return (n2**2 * y2 - n1**2 * y1) / (n2**2 - n1**2)


# ---------- reciprocal sum for a cubic elastic continuum ----------
def longitudinal_response(k, c11, c12, c44):
    """k.(kCk)^-1.k, the dilatation response for directions k."""
    k = k / np.linalg.norm(k, axis=1)[:, None]
    acoustic = (c12 + c44) * k[:, :, None] * k[:, None, :]
    for i in range(3):
        acoustic[:, i, i] = c11 * k[:, i]**2 + c44 * (1 - k[:, i]**2)
    return np.sum(k * np.linalg.solve(acoustic, k[:, :, None])[:, :, 0], axis=1)


def fixed_cell_coefficient(c11, c12, c44, edges=(1.0, 1.0, 1.0), width=0.06):
    """V (E_fix - E_inf) / P^2 for a point source, Gaussian width -> 0."""
    x, wx = np.polynomial.legendre.leggauss(40)
    phi = np.arange(80) * 2 * np.pi / 80
    xx, pp = np.meshgrid(x, phi, indexing="ij")
    s = np.sqrt(1 - xx**2)
    sphere = np.stack([s * np.cos(pp), s * np.sin(pp), xx], -1).reshape(-1, 3)
    mean = np.sum(np.repeat(wx, 80) / 160
                  * longitudinal_response(sphere, c11, c12, c44))
    reach = np.sqrt(30 / (width / 2))
    axes = [np.arange(-int(reach * e) - 1, int(reach * e) + 2) / e for e in edges]
    g = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    g2 = np.sum(g**2, axis=1)
    g, g2 = g[g2 > 0], g2[g2 > 0]
    response = longitudinal_response(g, c11, c12, c44)
    result = []
    for eta in (width, width / 2):
        integral = mean * np.prod(edges) * (np.pi / eta)**1.5
        result.append(0.5 * (integral - np.sum(response * np.exp(-eta * g2))))
    return 2 * result[1] - result[0]


# ---------- spherical cell with a misfitting core, finite elements ----------
def sphere_cell(lam, mu, core_factor, core_volume, cell_volume, misfit, boundary):
    """Relaxed energy and volume swept at the outer surface."""
    a, outer = [(3 * v / (4 * np.pi))**(1 / 3) for v in (core_volume, cell_volume)]
    r = np.concatenate([np.linspace(0, a, 20), np.geomspace(a, outer, 3000)[1:]])
    h = np.diff(r)
    in_core = np.arange(len(h)) < 19
    factor = np.where(in_core, core_factor, 1.0)
    bulk_core = core_factor * (lam + 2 * mu / 3)
    diag, off, load = np.zeros(len(r)), np.zeros(len(h)), np.zeros(len(r))
    for t in (0.5 - 0.5 / np.sqrt(3), 0.5 + 0.5 / np.sqrt(3)):
        rg = r[:-1] + t * h
        w = 4 * np.pi * rg**2 * h / 2
        er = (-1 / h, 1 / h)
        et = ((1 - t) / rg, t / rg)
        tr = [er[i] + 2 * et[i] for i in (0, 1)]

        def local(i, j):
            return w * factor * (lam * tr[i] * tr[j]
                                 + 2 * mu * (er[i] * er[j] + 2 * et[i] * et[j]))
        diag[:-1] += local(0, 0)
        diag[1:] += local(1, 1)
        off += local(0, 1)
        load[:-1] += w * in_core * bulk_core * misfit * tr[0]
        load[1:] += w * in_core * bulk_core * misfit * tr[1]
    if boundary == "infinite":      # elastic support by the unbounded exterior
        diag[-1] += 16 * np.pi * mu * outer
    last = len(r) - 1 if boundary == "clamped" else len(r)
    bands = np.zeros((2, last - 1))
    bands[0, 1:] = off[1:last - 1]
    bands[1] = diag[1:last]
    u = np.zeros(len(r))
    u[1:last] = solveh_banded(bands, load[1:last])
    energy = 0.5 * bulk_core * misfit**2 * core_volume - 0.5 * load @ u
    return energy, 4 * np.pi * outer**2 * u[-1]


# ================= test 1: isotropic spring lattice =================
sizes = (12, 18)
e_inf = isolated_energy(1.0, 1.0)
fix_scaled, zero_scaled, mixed_scaled = [], [], []
for n in sizes:
    matrix, strain, misfit = spring_cell(n, 1.0, 1.0)
    elastic = strain.T @ strain
    dipole = (strain.T @ misfit) * n**1.5
    e_fix = relaxed_energy(matrix, misfit)
    e_zero = relaxed_energy(
        sparse.hstack([matrix, sparse.csr_matrix(strain)]).tocsr(), misfit)
    fix_scaled.append(n**3 * (e_fix - e_inf))
    zero_scaled.append(n**3 * (e_zero - e_inf))
    mixed_scaled.append(n**3 * ((4 * e_fix + 5 * e_zero) / 9 - e_inf))
c11, c12, c44 = elastic[0, 0], elastic[0, 1], elastic[3, 3]
assert abs(c11 - c12 - 2 * c44) < 1e-9                 # isotropic
nu_lattice = c12 / (c11 + c12)
assert abs(nu_lattice - 0.25) < 1e-9
assert np.allclose(dipole, [dipole[0]] * 3 + [0] * 3, atol=1e-9)
bulk_lattice = (c11 + 2 * c12) / 3
fix_limit = extrapolate(sizes[0], fix_scaled[0], sizes[1], fix_scaled[1])
zero_limit = extrapolate(sizes[0], zero_scaled[0], sizes[1], zero_scaled[1])
fix_formula = dipole[0]**2 / (2 * c11)
ratio_lattice = -zero_limit / fix_limit
# tolerances cover the remaining 1/n^4 lattice dispersion
assert abs(fix_limit / fix_formula - 1) < 0.01
assert abs(ratio_lattice - 0.8) < 0.02
for f, z, m in zip(fix_scaled, zero_scaled, mixed_scaled):
    assert f > 0 > z
    assert abs(f - z - dipole[0]**2 / (2 * bulk_lattice)) < 1e-3
    assert abs(m) < 0.1 * f                            # 4/9, 5/9 mixture

# ================= test 2: other Poisson ratios =================
ratios_sphere = {}
for nu in (0.10, 0.25, 0.40):
    mu = 1.0
    lam = 2 * mu * nu / (1 - 2 * nu)
    bulk = lam + 2 * mu / 3
    inf, fix, free = [sphere_cell(lam, mu, 1.0, 1.0, 12.8, 0.1, b)[0]
                      for b in ("infinite", "clamped", "free")]
    p = bulk * 0.1
    assert abs((fix - inf) / (p**2 / (2 * 12.8 * (lam + 2 * mu))) - 1) < 1e-4
    ratios_sphere[nu] = -(free - inf) / (fix - inf)
    assert abs(ratios_sphere[nu] - 2 * (1 - 2 * nu) / (1 + nu)) < 1e-3

# ================= test 3: cell shape and anisotropy =================
for edges in ((1.0, 1.0, 1.0), (1.0, 1.0, 1.5)):
    assert abs(fixed_cell_coefficient(3.0, 1.0, 1.0, edges) - 1 / 6) < 1e-5
aniso_inf = isolated_energy(1.0, 2.0)
aniso = []
for n in sizes:
    matrix, strain, misfit = spring_cell(n, 1.0, 2.0)
    aniso.append(n**3 * (relaxed_energy(matrix, misfit) - aniso_inf))
elastic = strain.T @ strain
p_aniso = (strain.T @ misfit)[0] * sizes[1]**1.5
aniso_limit = extrapolate(sizes[0], aniso[0], sizes[1], aniso[1])
aniso_sum = p_aniso**2 * fixed_cell_coefficient(
    elastic[0, 0], elastic[0, 1], elastic[3, 3])
assert abs(aniso_limit / aniso_sum - 1) < 0.03         # lattice dispersion

# ================= worked example: carbon in silicon =================
GPA = 1e9 * 1e-27 / constants.e                        # GPa -> eV/nm^3
bulk_gpa, nu = 100.0, 0.25
mu_gpa = 3 * bulk_gpa * (1 - 2 * nu) / (2 * (1 + nu))
lam_gpa = bulk_gpa - 2 * mu_gpa / 3
bulk, mu, lam = bulk_gpa * GPA, mu_gpa * GPA, lam_gpa * GPA
atom_volume, relax_volume = 0.020, -0.020              # nm^3
P = bulk * relax_volume

print("SPRING LATTICE (spring constant = lattice constant = 1)")
print(f"Poisson ratio of lattice: {nu_lattice:.4f}")
print(f"dipole P: {dipole[0]:.4f}; lam+2mu: {c11:.4f}; K: {bulk_lattice:.4f}")
print(f"isolated defect energy: {e_inf:.6f}")
for n, f, z, m in zip(sizes, fix_scaled, zero_scaled, mixed_scaled):
    print(f"n={n}: V*error fixed {f:.4f}, zero-p {z:.4f}, mixture {m:.4f}")
print(f"extrapolated V*error fixed: {fix_limit:.4f} (formula {fix_formula:.4f})")
print(f"extrapolated V*error zero-p: {zero_limit:.4f}")
print(f"extrapolated ratio of sizes: {ratio_lattice:.4f}")
print("SPHERICAL CELL")
for key, value in ratios_sphere.items():
    print(f"Poisson ratio {key:.2f}: ratio of sizes {value:.4f}")
print("ANISOTROPIC SPRING LATTICE")
print(f"V*error fixed: lattice {aniso_limit:.4f}, reciprocal sum {aniso_sum:.4f}")

print("CARBON IN SILICON, rough parameters")
print(f"K = {bulk_gpa:.0f} GPa, mu = {mu_gpa:.0f} GPa, lam = {lam_gpa:.0f} GPa")
print(f"lam+2mu = {lam_gpa + 2 * mu_gpa:.0f} GPa; Poisson ratio {nu:.2f}")
print(f"atomic volume {atom_volume:.3f} nm^3")
print(f"relaxation volume {relax_volume:.3f} nm^3; dipole P = {P:.2f} eV")
errors = {}
for atoms in (64, 216, 512):
    V = atoms * atom_volume
    fix = 1e3 * P**2 / (2 * V * (lam + 2 * mu))
    zero = fix - 1e3 * P**2 / (2 * V * bulk)
    errors[atoms] = (fix, zero)
    print(f"{atoms} atoms: V {V:.2f} nm^3, edge {V**(1 / 3):.3f} nm, "
          f"pressure {P / V / GPA:.3f} GPa")
    print(f"  error fixed {fix:+.2f} meV, zero-p {zero:+.2f} meV")

V = 64 * atom_volume
fix64, zero64 = errors[64]
print("NEGLECTED EFFECTS, 64 atoms")
# cubic anisotropy with rough silicon constants, same relaxation volume
si = np.array([166.0, 64.0, 80.0])
k_si = (si[0] + 2 * si[1]) / 3 * GPA
p_si = k_si * relax_volume
coef = fixed_cell_coefficient(*(si * GPA))
coarse = fixed_cell_coefficient(*(si * GPA), width=0.12)
assert abs(coef / coarse - 1) < 5e-3                   # width extrapolation
fix_si = 1e3 * p_si**2 * coef / V
zero_si = fix_si - 1e3 * p_si**2 / (2 * k_si * V)
print(f"silicon C11, C12, C44 (rough): {si[0]:.0f}, {si[1]:.0f}, {si[2]:.0f} GPa")
print(f"anisotropic: fixed {fix_si:+.1f} meV, zero-p {zero_si:+.1f} meV")
print(f"anisotropic ratio of sizes: {-zero_si / fix_si:.2f}")

# carbon and its four neighbours stiffer than the host, same relaxation volume
core_volume = 5 * atom_volume
for stiff in (1.0, 2.0):
    runs = [sphere_cell(lam, mu, stiff, core_volume, V, -0.2, b)
            for b in ("infinite", "clamped", "free")]
    dilute = runs[0][1] * (lam + 2 * mu) / bulk        # free-surface factor
    scale = 1e3 * (relax_volume / dilute)**2
    fix_core = scale * (runs[1][0] - runs[0][0])
    zero_core = scale * (runs[2][0] - runs[0][0])
    if stiff == 1.0:
        assert abs(dilute / (-0.2 * core_volume) - 1) < 1e-4
        assert abs(fix_core / fix64 - 1) < 1e-3
        assert abs(zero_core / zero64 - 1) < 1e-3
print(f"core of 5 atoms, {stiff:.0f} times stiffer: fixed {fix_core:+.1f} meV, "
      f"zero-p {zero_core:+.1f} meV")

# pressure dependence of K (rough slope 4): shift of the cell-release energy
slope = 4.0


def release(theta):
    v = 1 + theta
    host = (bulk * v / slope * (v**(-slope) / (slope - 1) + 1)
            - bulk / (slope - 1))
    return V * host - P * theta


best = minimize_scalar(release, bounds=(-0.1, 0.1), method="bounded",
                       options={"xatol": 1e-10})
shift = 1e3 * (best.fun + P**2 / (2 * bulk * V))
print(f"linear volume strain of released cell: {100 * P / (bulk * V):.3f} %")
print(f"dK/dp = {slope:.0f} (rough): zero-p energy shifts {shift:+.2f} meV")

# growth temperature: softening at fixed relaxation volume, Boltzmann factor
temperature, softening = 900.0, 0.05
kt = 1e3 * constants.k * temperature / constants.e
print(f"{100 * softening:.0f} % softer host (assumed): fixed error changes "
      f"{-softening * fix64:+.1f} meV")
print(f"kT at {temperature:.0f} K: {kt:.1f} meV")
print(f"concentration too low by factor (fixed): {np.exp(fix64 / kt):.2f}")
print(f"concentration too high by factor (zero-p): {np.exp(-zero64 / kt):.2f}")
print("all good")
```

It prints:

```
SPRING LATTICE (spring constant = lattice constant = 1)
Poisson ratio of lattice: 0.2500
dipole P: 2.0000; lam+2mu: 3.0000; K: 1.6667
isolated defect energy: 2.595215
n=12: V*error fixed 0.6950, zero-p -0.5050, mixture 0.0283
n=18: V*error fixed 0.6785, zero-p -0.5215, mixture 0.0119
extrapolated V*error fixed: 0.6654 (formula 0.6667)
extrapolated V*error zero-p: -0.5346
extrapolated ratio of sizes: 0.8034
SPHERICAL CELL
Poisson ratio 0.10: ratio of sizes 1.4545
Poisson ratio 0.25: ratio of sizes 0.8000
Poisson ratio 0.40: ratio of sizes 0.2857
ANISOTROPIC SPRING LATTICE
V*error fixed: lattice 0.3124, reciprocal sum 0.3137
CARBON IN SILICON, rough parameters
K = 100 GPa, mu = 60 GPa, lam = 60 GPa
lam+2mu = 180 GPa; Poisson ratio 0.25
atomic volume 0.020 nm^3
relaxation volume -0.020 nm^3; dipole P = -12.48 eV
64 atoms: V 1.28 nm^3, edge 1.086 nm, pressure -1.562 GPa
  error fixed +54.18 meV, zero-p -43.34 meV
216 atoms: V 4.32 nm^3, edge 1.629 nm, pressure -0.463 GPa
  error fixed +16.05 meV, zero-p -12.84 meV
512 atoms: V 10.24 nm^3, edge 2.172 nm, pressure -0.195 GPa
  error fixed +6.77 meV, zero-p -5.42 meV
NEGLECTED EFFECTS, 64 atoms
silicon C11, C12, C44 (rough): 166, 64, 80 GPa
anisotropic: fixed +39.0 meV, zero-p -56.6 meV
anisotropic ratio of sizes: 1.45
core of 5 atoms, 2 times stiffer: fixed +55.7 meV, zero-p -42.4 meV
linear volume strain of released cell: -1.562 %
dK/dp = 4 (rough): zero-p energy shifts +2.45 meV
5 % softer host (assumed): fixed error changes -2.7 meV
kT at 900 K: 77.6 meV
concentration too low by factor (fixed): 2.01
concentration too high by factor (zero-p): 1.75
all good
```
